\section*{Neutral-Defect Formation at Constant Pressure and Constant Volume, part 1}

(Sections cited here and not found follow in the second part.)

\section{The two constraints in the dilute limit}

\subsection{Result}

Take a crystal with a fixed number of atoms and form a few neutral point defects in it from those same atoms. This can be done at constant pressure $P$ or at constant volume $V$, in both cases at temperature $T$. If the fixed volume is the one that the perfect crystal has at $P$ and $T$, then to leading order in the defect fraction
\begin{align}
G_f(P,T)&=F_f(V,T), \label{eq:free}\\
S_f^{P}-S_f^{V}&=\alpha B V_f . \label{eq:entropy}
\end{align}
Here $G_f$ is the Gibbs free energy of formation at constant pressure and $F_f$ the Helmholtz free energy of formation at constant volume. The formation entropies under the two constraints are $S_f^P$ and $S_f^V$. The isothermal bulk modulus $B$ and the volumetric expansivity $\alpha$ belong to the perfect crystal, and $V_f$ is the volume change per defect at constant pressure:
\begin{equation}
B=-V\left(\frac{\partial P}{\partial V}\right)_T,\qquad
\alpha=\frac1V\left(\frac{\partial V}{\partial T}\right)_P,\qquad
V_f=\left(\frac{\partial G_f}{\partial P}\right)_T .
\label{eq:defs}
\end{equation}

The free energies agree in the dilute limit, while the entropies keep a finite difference. For the copper-like vacancy of the second half that difference is about $5.4\,k$ at 600 K, where $k$ is Boltzmann's constant. It is large enough to change the sign of the formation entropy.

\subsection{What is held fixed}

The crystal has $N$ atoms and $n$ defects, and $x=n/N$ is small. A vacancy is made by moving an atom from the interior to a new lattice site, for instance at a surface step that keeps its form when atoms are added. The number of atoms stays at $N$ and the number of sites rises to $N+n$. The volume of the re-housed atom is therefore part of $V_f$. A self-interstitial is made in the reverse way, by taking an atom from a lattice site at the step.

Four further assumptions are used.
\begin{itemize}
\item The crystal is cubic and the stress is a hydrostatic pressure, so the volume describes its mean strain.
\item The defects are neutral, so no electron reservoir enters.
\item The entropy of choosing the defect positions is left out of $G_f$ and $F_f$. It depends on numbers of sites and is added back in the second half.
\item Without that entropy, the free energy of a large crystal is extensive and can be expanded in $x$ for a given sample shape and boundary condition.
\end{itemize}

Extensivity means that doubling $N$, $V$ and $n$ together doubles the free energy. With $v=V/N$ the volume per atom, it follows that
\begin{equation}
F(V,T,n)=N\,a(v,x,T).
\label{eq:extensive}
\end{equation}
The expansion in the defect fraction is
\begin{equation}
a(v,x,T)=f(v,T)+x\,\varphi(v,T)+\tfrac12x^2\chi(v,T)+O(x^3).
\label{eq:expand}
\end{equation}
The first term is the free energy per atom of the perfect crystal. The function $\varphi$ is the free energy of one defect in the dilute limit, and $\chi$ contains the interactions between defects.

At fixed volume the formation free energy per defect is the change of $F$ divided by $n$. Since $N/n=1/x$,
\begin{equation}
F_f=\frac{F(V,T,n)-F(V,T,0)}{n}
=\varphi+\tfrac12x\chi+O(x^2).
\label{eq:Ff}
\end{equation}

The function $\varphi$ depends on the total volume through $V/N$, so
\begin{equation}
\left(\frac{\partial\varphi}{\partial V}\right)_T
=\frac1N\left(\frac{\partial\varphi}{\partial v}\right)_T .
\label{eq:slope}
\end{equation}
A change of total volume by one atomic volume alters the formation free energy of a defect by an amount of order $1/N$. This small slope is the reason for \eqref{eq:free}, and it is also the source of the finite difference in \eqref{eq:entropy}.

\subsection{The volume change}

Let $v_0(P,T)$ be the volume per atom of the perfect crystal at the given pressure. A prime denotes a derivative with respect to $v$ at constant $T$. Pressure is minus the volume derivative of the free energy, so
\begin{equation}
f'(v_0)=-P .
\label{eq:host}
\end{equation}
For the perfect crystal $P=-f'(v)$, hence $\partial P/\partial v=-f''$. The definition of the bulk modulus then gives
\begin{equation}
B=v_0f''(v_0),\qquad f''(v_0)=\frac{B}{v_0}.
\label{eq:curv}
\end{equation}

With defects present, the volume per atom at the same pressure is $v_0+\delta$. Its equation of state is $a'(v_0+\delta,x)=-P$. Expanding to first order in the small quantities $\delta$ and $x$,
\begin{equation}
f'(v_0)+f''(v_0)\,\delta+x\varphi'(v_0)=-P .
\end{equation}
The first term on the left cancels $-P$ by \eqref{eq:host}. With \eqref{eq:curv} the remainder gives
\begin{equation}
\delta=-\frac{x v_0}{B}\,\varphi'(v_0).
\label{eq:delta}
\end{equation}
The total volume change is $N\delta$. Dividing by $n=xN$ gives the volume per defect,
\begin{equation}
V_f=\frac{N\delta}{n}=-\frac{v_0}{B}\,\varphi'(v_0),
\qquad
\varphi'(v_0)=-\frac{B V_f}{v_0}.
\label{eq:Vf}
\end{equation}

This agrees with the pressure derivative in \eqref{eq:defs}. If $G_f=\varphi(v_0(P,T),T)$ to leading order, as the next part shows, the chain rule gives
\begin{equation}
\left(\frac{\partial G_f}{\partial P}\right)_T
=\varphi'(v_0)\left(\frac{\partial v_0}{\partial P}\right)_T
=\varphi'(v_0)\left(-\frac{v_0}{B}\right)=V_f .
\end{equation}

The sign has a direct meaning. If forming the defect becomes cheaper when the crystal is expanded, then $\varphi'<0$ and $V_f>0$. The defect pushes the crystal towards the volume at which it costs less.

\subsection{The free energies}

The Gibbs free energy is the minimum of $F+PV$ over the volume. Per atom, the quantity to be evaluated at $v_0+\delta$ is $a+P(v_0+\delta)$. To second order in small quantities,
\begin{align}
a+P(v_0+\delta)={}&f(v_0)+Pv_0+[f'(v_0)+P]\,\delta+\tfrac12f''(v_0)\,\delta^2\notag\\
&+x\varphi(v_0)+x\varphi'(v_0)\,\delta+\tfrac12x^2\chi(v_0).
\label{eq:legendre}
\end{align}
The square bracket vanishes by \eqref{eq:host}. An error of order $x^2$ in $\delta$ changes this result only at order $x^4$, because the expression is stationary at the minimum. The first-order value $\delta=xV_f$ from \eqref{eq:Vf} is therefore sufficient.

The two terms containing $\delta$ are
\begin{align}
\tfrac12f''\delta^2&=\tfrac12\frac{B}{v_0}\,x^2V_f^2,\\
x\varphi'\delta&=x\left(-\frac{BV_f}{v_0}\right)xV_f
=-\frac{B}{v_0}\,x^2V_f^2 .
\end{align}
The first is the elastic cost of expanding the host. The second is the gain from the lower formation free energy in the expanded host, and it is twice as large with the opposite sign. Their sum is $-x^2BV_f^2/(2v_0)$.

Subtracting the perfect-crystal value $f(v_0)+Pv_0$ and dividing by $x$ gives the Gibbs free energy per defect,
\begin{equation}
G_f=\varphi+\tfrac12x\left(\chi-\frac{BV_f^2}{v_0}\right)+O(x^2).
\label{eq:Gf}
\end{equation}
Comparison with \eqref{eq:Ff}, evaluated at $v=v_0$, gives
\begin{equation}
F_f-G_f=\frac{xBV_f^2}{2v_0}+O(x^2)
=\frac{nBV_f^2}{2V_0}+O(x^2),\qquad V_0=Nv_0 .
\label{eq:clamp}
\end{equation}
The interaction term $\chi$ enters both free energies in the same way and cancels from their difference at this order.

Equation \eqref{eq:clamp} is the elastic cost of keeping a crystal at $V_0$ when its defects would expand or contract it by $nV_f$. It is positive for either sign of $V_f$, since a constraint cannot lower the minimum. For a single defect it falls as $1/N$. For a fixed defect fraction it stays the same however large the crystal is. The small parameter is thus the dilution, and a large sample is not by itself enough.

\subsection{The entropies}

The formation entropy is minus the temperature derivative of the formation free energy along the line on which the constraint holds. In the dilute limit both free energies are the same function $\varphi$, but the two lines differ. At constant volume,
\begin{equation}
S_f^V=-\left(\frac{\partial\varphi}{\partial T}\right)_v .
\label{eq:SV}
\end{equation}
At constant pressure the argument $v_0(P,T)$ changes as well, and the chain rule gives
\begin{equation}
S_f^P=-\left(\frac{\partial\varphi}{\partial T}\right)_v
-\varphi'(v_0)\left(\frac{\partial v_0}{\partial T}\right)_P .
\end{equation}
The last derivative equals $\alpha v_0$. Inserting \eqref{eq:Vf},
\begin{equation}
S_f^P-S_f^V=-\left(-\frac{BV_f}{v_0}\right)\alpha v_0=\alpha BV_f ,
\end{equation}
which is \eqref{eq:entropy}.

In terms of the total volume, the slope $\partial\varphi/\partial V$ is of order $1/N$, while the thermal expansion $\partial V_0/\partial T=\alpha V_0$ is of order $N$. Their product is finite. Equality of the free energies at corresponding points does not make their temperature derivatives equal, because one derivative follows an isobar and the other an isochore.

\subsection{The same result from a Maxwell relation}

A second derivation shows where the entropy resides. At constant pressure the defective crystal occupies $V_0+nV_f$, and at constant volume it occupies $V_0$. The reference is the same perfect crystal in both cases, so
\begin{equation}
S_f^P-S_f^V=\frac{S(V_0+nV_f,T,n)-S(V_0,T,n)}{n}.
\label{eq:twovol}
\end{equation}
From $dF=-S\,dT-P\,dV$ follows the Maxwell relation
\begin{equation}
\left(\frac{\partial S}{\partial V}\right)_T
=\left(\frac{\partial P}{\partial T}\right)_V
=-\frac{(\partial V/\partial T)_P}{(\partial V/\partial P)_T}
=-\frac{\alpha V}{-V/B}=\alpha B .
\label{eq:maxwell}
\end{equation}
Multiplication by the volume change $nV_f$ and division by $n$ gives $\alpha BV_f$ again. The derivative in \eqref{eq:twovol} belongs to the defective crystal, whose $\alpha B$ differs from the host value by a relative amount of order $x$. Corrections to \eqref{eq:entropy} are therefore of relative order $x$.

The difference is thus an entropy of the whole host, which is slightly more expanded in one case than in the other. For classical harmonic vibrations this can be followed mode by mode. A mode of frequency $\omega_i$ has a free energy $kT\ln(\hbar\omega_i/kT)$ and so an entropy $k[1-\ln(\hbar\omega_i/kT)]$. Let $\gamma_i=-d\ln\omega_i/d\ln V$. A volume change $V_f$ then changes the entropy of the mode by
\begin{equation}
-k\,\frac{d\ln\omega_i}{dV}\,V_f=k\gamma_i\frac{V_f}{V}.
\end{equation}
There are $3N$ modes. With $\bar\gamma$ their mean $\gamma_i$, the sum is
\begin{equation}
\alpha BV_f=3N k\bar\gamma\,\frac{V_f}{Nv_0}=3k\bar\gamma\,\frac{V_f}{v_0}.
\label{eq:gruneisen}
\end{equation}
Each mode shifts by an amount of order $1/N$, and there are $3N$ of them. With $\bar\gamma$ near 2 and $V_f$ near one atomic volume, the difference is several $k$.

\subsection{Energy and enthalpy}

Let $U_f^V=F_f+TS_f^V$ be the formation energy at constant volume and $H_f^P=G_f+TS_f^P$ the formation enthalpy at constant pressure. Subtraction, with the free energies equal, gives
\begin{equation}
H_f^P-U_f^V=T\alpha BV_f .
\label{eq:HU}
\end{equation}
The formation energy at constant pressure is $U_f^P=H_f^P-PV_f$, so
\begin{equation}
U_f^P-U_f^V=(T\alpha B-P)V_f .
\label{eq:UU}
\end{equation}
These relations show how the free energies can agree. When the host expands by $V_f$ at constant temperature, it takes up the heat $T\alpha BV_f$. Its energy plus the work $PV_f$ done against the fixed external pressure rises by this amount. The product of temperature and entropy rises by the same amount, so the heat cancels from the free energy.

\subsection{Limits and failure}

As $T$ tends to zero, $\alpha$ tends to zero by the third law, and the two formation entropies come together. At any temperature where $\alpha=0$ they are equal to leading order. If $\alpha$ and $V_f$ have opposite signs, the entropy at constant pressure is the smaller one.

The expansion requires the relative volume change $x|V_f|/v_0$ to be small. It fails near a mechanical instability, where $B$ tends to zero and $V_f$ in \eqref{eq:Vf} grows without limit if $\varphi'$ stays finite. It also fails when defects cluster so strongly that an expansion about isolated defects is not valid. For a charged defect one must state in addition how the electron reservoir changes with volume and temperature.

\section{Equilibrium, supercells and a copper-like vacancy}

\subsection{Symbols and results carried over}

A closed crystal has $N$ atoms and $n$ neutral defects, with $x=n/N$ small. The perfect crystal has volume $v_0$, free energy $f$ and entropy $s$ per atom, bulk modulus $B$ and volumetric expansivity $\alpha$. The formation volume $V_f$ includes the re-housed atom. The first half gave
\begin{align}
F_f-G_f&=\frac{nBV_f^2}{2V_0},&
S_f^P-S_f^V&=\alpha BV_f,&
H_f^P-U_f^V&=T\alpha BV_f ,
\label{eq:recap}
\end{align}
each to leading order in $x$, with $V_0=Nv_0$. From here on the defect is a vacancy.

In the dilute limit the formation free energies at constant pressure and constant volume agree, while the formation entropies differ by $\alpha BV_f$. What remains is to apply these relations to the equilibrium vacancy fraction and to supercells of fixed size, and to test them on a copper-like vacancy.
